# How Minimizer Step Counts Grow with the Size of Solids and Rods

## Question

A first-order minimizer relaxes a structure using forces alone. If the structure is made larger while the atomic spacing and the forces between neighbours stay the same, how many more steps does it need? Does a long thin rod behave like a compact block?

## Answer

### What has to be estimated

Near a stable, unstressed minimum the energy is quadratic in the atomic displacements. Collect them in a vector $u$. The gradient is $Hu-b$, where $H$ is the Cartesian Hessian and $b$ holds the forces at $u=0$. These forces have no resultant and, in a free body, no torque, so rigid motions play no part in the relaxation. In a periodic crystal the only rigid motions are translations, because a rotation does not fit the fixed periodic cell. The relevant measure of difficulty is the condition number

$$\kappa=\frac{\lambda_{\max}}{\lambda_{\min}},$$

where $\lambda_{\min}$ is the smallest eigenvalue of $H$ that does not belong to a rigid motion.

A definite model lets every factor be traced. Atoms sit on a simple cubic lattice of spacing $a$. Equal springs $k$ join nearest neighbours and neighbours across face diagonals, so

$$E=\frac k2\sum_{\rm bonds}\left[\hat d\cdot(u_j-u_i)\right]^2,$$

where $\hat d$ is the unit vector along the bond. Lengths are in units of $a$ below, except where $a$ is written.

### The stiff end does not grow

In a periodic crystal, insert a wave of phases $(x,y,z)$ per lattice step. Each neighbour at $d$ contributes $k\,\hat d\hat d^{T}(1-\cos q\cdot d)$ to the $3\times3$ Bloch Hessian $D$. The two neighbours along $x$ give $2k(1-\cos x)$ in $D_{xx}$. The four diagonal neighbours in the $xy$ plane have $\hat d_x^2=\tfrac12$ and give $2k(1-\cos x\cos y)$; those in the $xz$ plane give the same with $z$. Hence

$$\frac{D_{xx}}k=6-2\cos x-2\cos x\cos y-2\cos x\cos z .$$

The off-diagonal element is

$$\frac{D_{xy}}k=\cos(x-y)-\cos(x+y)=2\sin x\sin y,$$

and the other elements follow by permutation.

Take the row of $De=\lambda e$ in which $|e_i|$ is largest. Dividing by $e_i$ shows that $\lambda$ differs from $D_{ii}$ by at most the sum of the off-diagonal magnitudes in that row. Call this row $x$ and choose phases between $-\pi$ and $\pi$. The cosine addition formula then gives

$$\frac\lambda k\le 6-2\cos x-2\cos(|x|+|y|)-2\cos(|x|+|z|)\le12 .$$

At $(\pi,0,0)$ the off-diagonal elements vanish and $D_{xx}=12k$, so the bound is reached. Physically, the stiffest motion moves neighbouring planes against each other, and its stiffness is set by the local bonds.

### A periodic cube: the square law

The same row argument, with the off-diagonal magnitudes subtracted, gives

$$\frac\lambda k\ge2(1-\cos x)+2\left[1-\cos(|x|-|y|)\right]+2\left[1-\cos(|x|-|z|)\right].$$

In a periodic cube of $n$ layers each phase is a multiple of $2\pi/n$. If the row's own phase $x$ is nonzero, the first term is at least $2(1-\cos(2\pi/n))$. If $x=0$, some other phase is nonzero and its term has the same minimum. A wave along $x$ with phase $2\pi/n$, polarized along $y$, attains it. Therefore

$$\lambda_{\min}=2k\left(1-\cos\frac{2\pi}{n}\right)=4k\sin^2\frac\pi n .$$

For even $n\ge4$ the phase $\pi$ is allowed, and

$$\kappa=\frac{12k}{4k\sin^2(\pi/n)}=\frac{3}{\sin^2(\pi/n)}\simeq\frac{3n^2}{\pi^2}.$$

The last form is for large $n$. The soft mode is a shear wave as long as the box. For a given displacement its strain falls as $1/L$, with $L=na$, and its energy per atom as $1/L^2$.

### A free cube

Free surfaces change the coefficient. Extending a displacement of the cube by zero into an infinite lattice can only add bond energy, so $\lambda_{\max}\le12k$ still holds. Moving one interior atom alone costs $u^THu/u^Tu=6k$, so $\lambda_{\max}\ge6k$ for $n\ge3$.

An upper bound on $\lambda_{\min}$ comes from twisting the cube. Rotate layer $l=0,\ldots,n-1$ rigidly about the $x$ axis through a small angle $\theta_l$:

$$u=\theta_l(0,-z,y),$$

with $y,z$ now positions measured from the centre. Bonds within layers and straight bonds along $x$ keep their length to first order. Let $\Delta_l=\theta_{l+1}-\theta_l$. A bond along $(1,\pm1,0)$ has squared elongation $\Delta_l^2z^2/2$. There are $2(n-1)$ such bonds for each $z$, and $\sum_z z^2=n(n^2-1)/12$. The bonds along $(1,0,\pm1)$ contribute equally, so

$$u^THu=k\,\frac{n(n-1)(n^2-1)}6\sum_l\Delta_l^2,\qquad
u^Tu=\frac{n^2(n^2-1)}6\sum_l\theta_l^2 .$$

Choose $\theta_l=\cos[\pi(l+\tfrac12)/n]$. It satisfies

$$2\theta_l-\theta_{l-1}-\theta_{l+1}=2\left(1-\cos\frac\pi n\right)\theta_l ,$$

and its continuation past each end equals the end value, as a free end requires. Multiplying by $\theta_l$ and summing gives $\sum\Delta_l^2=2(1-\cos(\pi/n))\sum\theta_l^2$. Since $\sum_l\theta_l=0$ and the centred coordinates sum to zero, the motion is orthogonal to all rigid motions. Thus

$$\lambda_{\min}\le2k\left(1-\frac1n\right)\left(1-\cos\frac\pi n\right).$$

So $\kappa$ grows at least as $n^2$. That it grows no faster follows at leading order from continuum elasticity: rescaling all positions by $L$ leaves a size-independent eigenvalue problem multiplied by $L^{-2}$, and its lowest non-rigid eigenvalue is positive for a stable solid.

Diagonalization gives $\kappa=22.9$, 52.2 and 93.5 for $n=4$, 6 and 8. Dividing by $n^2$ gives 1.43, 1.45 and 1.46. The free cube is worse conditioned than the periodic one, for which $\kappa=20.5$ at $n=8$, but follows the same power.

### A thin rod: the fourth-power law

Now let only the length grow. Take a free rod with $2\times2$ atoms in its section, at $y,z=\pm\tfrac12$. Give it uniform curvature $c$ through

$$u_x=-cxy,\qquad u_y=\frac{cx^2}{2}.$$

The faces at $y=\pm\tfrac12$ have axial strain $e=-cy=\mp c/2$. A diagonal in a side face runs from $(x,\mp\tfrac12)$ to $(x+1,\pm\tfrac12)$. Its end displacements differ by $\mp c(x+\tfrac12)$ along $x$ and $c(x+\tfrac12)$ along $y$; projected on the bond direction $(1,\pm1)/\sqrt2$, these cancel.

The width of each strained face can relax. Let its strain along $z$ be $\eta$, with opposite signs on the two faces. The diagonals across the section then remain unstretched. Within a face, each layer has two axial springs of elongation $e$, one cross spring of elongation $\eta$, and two diagonals of elongation $(e+\eta)/\sqrt2$. The energy per layer of this face is

$$\frac k2\left[2e^2+\eta^2+(e+\eta)^2\right].$$

Its derivative vanishes when $\eta+(e+\eta)=0$, so $\eta=-e/2$. This also balances the forces inside the rod: axial forces from the two sides of an atom cancel, the minimization balances forces along $z$, and there are none along $y$. The face energy becomes

$$\frac k2e^2\left(2+\frac14+\frac14\right)=\frac54ke^2 .$$

Two faces with $e^2=c^2/4$ have energy $\tfrac58kc^2$ per layer. Equating this to $\tfrac12Bc^2$ gives the bending rigidity $B=\tfrac54ka^3$, with $a$ restored.

For a slowly varying deflection $w(x)$ the curvature is $w''$. There are four atoms per layer, and the axial displacements change the norm only at relative order $(qa)^2$, where $q$ is the wave number. Hence, again with $a=1$,

$$u^THu\simeq B\int(w'')^2dx,\qquad u^Tu\simeq4\int w^2dx .$$

Making the first stationary at fixed norm gives $\int Bw''\,\delta w''\,dx=4\lambda\int w\,\delta w\,dx$. Two integrations by parts yield $Bw''''=4\lambda w$, with $w''=w'''=0$ at free ends. Therefore

$$\lambda=\frac B4q^4=\frac5{16}k(qa)^4 .$$

To find $q$, measure $s$ from the middle of the rod and set $\alpha=qL/2$. Even solutions are $w=A\cos qs+C\cosh qs$. The end conditions are

$$-A\cos\alpha+C\cosh\alpha=0,\qquad A\sin\alpha+C\sinh\alpha=0,$$

which require $\tan\alpha=-\tanh\alpha$. Odd solutions, built from $\sin qs$ and $\sinh qs$, similarly require $\tan\alpha=\tanh\alpha$. Both cases are contained in $\tan^2\alpha=\tanh^2\alpha$, which the double-angle formulas turn into $\cosh\beta\cos\beta=1$ with $\beta=qL$. The smallest positive root is $\beta=4.730$, an even mode.

At the stiff end, let whole layers move alternately along $x$. In each gap between layers, four axial springs have squared elongation 4 and eight diagonals have squared elongation 2, a total of 32. Dividing by four atoms per layer and counting $n-1$ gaps gives $\lambda_{\max}\ge8k(1-1/n)$. The computed value at $n=80$ is $7.998k$. Using $8k$ for a long rod,

$$\kappa\simeq\frac{8}{5/16}\left(\frac n\beta\right)^4=\frac{128}5\left(\frac n\beta\right)^4 .$$

Stretching and twisting energies contain first derivatives and give eigenvalues proportional to $q^2$, so bending is softest once the rod is long enough. The formula for $\lambda_{\min}$ is too high by 15% of the computed value at $n=10$, but by only about 0.2% at $n=80$. Between $n=40$ and 80 the computed $\kappa$ grows with exponent 3.99.

The fixed thickness is essential. For a rod whose width $t$ is many atomic spacings but still much smaller than $L$, the rigidity scales at leading order as $t^4$ and the number of atoms per length as $t^2$, so $\lambda_{\min}\propto t^2/L^4$. If $t$ grows in proportion to $L$, the square law returns.

### Steepest descent: steps proportional to $\kappa$

With step size $\gamma$, steepest descent is $u_{s+1}=u_s-\gamma(Hu_s-b)$. Subtract the solution $u_*$, for which $Hu_*=b$. Each eigenmode of the error is then multiplied by $1-\gamma\lambda$ per step. The largest magnitude occurs at one end of the spectrum and is least when the two ends are equal:

$$1-\gamma\lambda_{\min}=\gamma\lambda_{\max}-1,\qquad
\gamma=\frac2{\lambda_{\min}+\lambda_{\max}} .$$

The worst factor is $(\kappa-1)/(\kappa+1)$. Reducing the displacement error by a factor $\varepsilon$ therefore takes at most, up to rounding to a whole step,

$$N_{\rm SD}=\frac{\ln(1/\varepsilon)}{\ln[(\kappa+1)/(\kappa-1)]}\simeq\frac\kappa2\ln\frac1\varepsilon ,$$

because the logarithm in the denominator is $2/\kappa$ at leading order. This is an upper bound. If the softest modes hold a fraction $f$ of the initial error norm, that part shrinks by exactly the worst factor per step, so the count is at least the same expression with $\ln(f/\varepsilon)$ in place of $\ln(1/\varepsilon)$; for fixed $f>\varepsilon$ both bounds are proportional to $\kappa$. With $f$ fixed, the count grows as $n^2$ for the cube and $n^4$ for the rod. The fraction need not stay fixed: if every mode of a periodic cube starts with the same error, $f$ falls as $n^{-3/2}$, and for $\varepsilon=10^{-3}$ the count rises only from 141 at $n=16$ to about 1480 at $n=100$, while $\kappa$ grows 39-fold. The stiff modes limit the step size, while the soft mode needs many such steps to move.

### Momentum: steps proportional to $\sqrt\kappa$

The heavy-ball method adds $\mu(u_s-u_{s-1})$ to each step. A mode of the error obeys

$$e_{s+1}=(1+\mu-\gamma\lambda)e_s-\mu e_{s-1}.$$

Trying $e_s=r^s$ gives a quadratic whose roots have product $\mu$. Both have magnitude $\rho=\sqrt\mu$ when $(1-\rho)^2\le\gamma\lambda\le(1+\rho)^2$. Fitting this interval to the spectrum gives $\sqrt{\gamma\lambda_{\min}}=1-\rho$ and $\sqrt{\gamma\lambda_{\max}}=1+\rho$. Their ratio is $\sqrt\kappa$, so

$$\rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}.$$

At $\lambda_{\min}$ the root is double, and $e_s=(A_0+A_1s)\rho^s$. Starting without momentum means $e_{-1}=e_0$, hence $A_0=e_0$ and $A_1=(1-\rho)e_0$. For large $\kappa$, $1-\rho\simeq2/\sqrt\kappa$, and with $X=2s/\sqrt\kappa$ the condition is

$$(1+X)e^{-X}=\varepsilon,\qquad N_{\rm HB}\simeq\frac{X\sqrt\kappa}{2}.$$

This estimate follows the softest mode alone. At $\lambda_{\max}$ the root $-\rho$ is also double, and the same start gives $e_s=[1+(1+\rho)s](-\rho)^se_0$, whose prefactor is about $\sqrt\kappa$ times larger at large $s$. The estimate therefore needs the initial error in the stiffest modes to be well below $1/\sqrt\kappa$ of that in the soft ones. For $\kappa=5.11\times10^6$ and $\varepsilon=10^{-3}$, a stiff component of only 1% of the initial amplitude raises the count from $1.04\times10^4$ to $1.42\times10^4$. Random initial forces favour the estimate, since the displacement they cause in a mode is proportional to $1/\lambda$. In a periodic cube they put only about a third of the squared error in the softest modes, and the count then falls somewhat below the estimate. The count grows as $n$ for the cube and $n^2$ for the rod.

### Conjugate gradients on a rod

After $s$ steps, conjugate gradients minimize the energy error $e^THe$ over errors $p(H)e_0$, where $p$ is a polynomial of degree at most $s$ with $p(0)=1$. A Chebyshev polynomial $T_s$, shifted to the spectrum and scaled to meet this condition, has magnitude at most $1/T_s(t_0)$ there, with $t_0=(\kappa+1)/(\kappa-1)=(\rho+\rho^{-1})/2$. Since $T_s(t_0)=(\rho^s+\rho^{-s})/2\ge\rho^{-s}/2$, the energy norm falls at least to $2\rho^s$ of its initial value. This gives an upper bound of about $\tfrac12\sqrt\kappa\ln(2/\varepsilon)$ steps.

There is a second bound. The polynomial $\prod_j(1-\lambda/\lambda_j)$, taken over the distinct nonzero eigenvalues, removes the whole error. In exact arithmetic the method therefore stops within that number of steps. The rod has $12n-6$ non-rigid modes, so in exact arithmetic the count cannot keep growing as $n^2$; rounding errors remove this guarantee.

At $n=80$ and $\varepsilon=10^{-3}$ the first bound is 5506 steps, while there are 707 distinct eigenvalues when values closer than $10^{-9}k$ are counted as one. A run from random forces, stopped on the energy norm, took 490 steps in ordinary arithmetic and 448 with full reorthogonalization, which imitates exact arithmetic. At $n=40$ these counts were 223 and 209, so this doubling of the length slightly more than doubled them. In ordinary arithmetic the growth steepens for longer rods: about 1370 steps at $n=160$ and about 4400 at $n=320$, the latter more than the $12n-6=3834$ non-rigid modes.

### How large the effect is

For $\varepsilon=10^{-3}$, $\ln(1/\varepsilon)=6.91$ and $X=9.233$. Runs from random forces show the predicted growth:

- Periodic cube, $n=8$ to 16: steepest descent went from 62 to 253 steps, and heavy ball from 18 to 38.
- Free rod, $n=10$ to 20: steepest descent went from 1863 to 29,128 steps.
- Free rod, $n=20$ to 40: heavy ball went from 423 to 1673 steps.

For a periodic cube 100 layers wide, $\kappa=3/\sin^2(\pi/100)=3041$. Steepest descent needs at most about $3041\times6.91/2=1.05\times10^4$ steps (the runs at $n=8$ and 16 fell short of their bounds, 70.7 and 272.2, by 12% and 7% of the bound), and the heavy-ball estimate is $9.233\sqrt{3041}/2\simeq255$.

For a rod 100 layers long, $\kappa\simeq25.6(100/4.730)^4=5.11\times10^6$. The estimates are $1.77\times10^7$ and $1.04\times10^4$ steps. The rod has 400 atoms and the cube a million, yet the steepest-descent bound for the rod is about 1700 times that of the periodic cube. Part of this comes from the free surfaces: extrapolating the free-cube value $\kappa\approx1.46n^2$ to $n=100$ gives a ratio of about 350. Shape can matter more than the number of atoms.

### When the forces look converged

The steepest-descent and heavy-ball counts refer to the displacement error, and the conjugate-gradient counts to the energy norm of the error; none refers to the residual force. A residual force $f$ leaves an error $H^{-1}f$, whose norm is at most $\|f\|/\lambda_{\min}$. Take $k=10$ eV/Å$^2$ and a total force norm of 0.01 eV/Å. For the rod with $n=20$, $\lambda_{\min}=9.41\times10^{-4}k$, and the bound is

$$\frac{0.01}{10\times9.41\times10^{-4}}\ \text{Å}=1.06\ \text{Å}.$$

This is a norm over 80 atoms, or 0.12 Å root mean square per atom. A smooth bending load of the same norm produces 1.04 Å, so the bound is nearly attained by an ordinary load. A fixed force tolerance can therefore end a run early while leaving a bend, and for a fixed total force norm the permitted displacement norm of a long rod grows as $n^4$ within the harmonic regime.

The scaling laws assume short-range forces, no prestress, and Cartesian steps without preconditioning. A symmetric positive definite preconditioner $P$ replaces $H$ by $P^{-1}H$. Once the step parameters are refitted, the ratio of its largest to its smallest non-rigid eigenvalue takes the place of $\kappa$ in the convergence factors. Far from the minimum the energy is not quadratic, and the estimates apply only to the final approach. The numerical check checks the spectra and the step counts numerically.

## Computed values

```
error reduction eps = 1e-03; heavy-ball constant X = 9.233
periodic cube n=4: lmin=2.00000 k, lmax=12.0000 k, kappa=6.000
periodic cube n=6: lmin=1.00000 k, lmax=12.0000 k, kappa=12.000
periodic cube n=8: lmin=0.58579 k, lmax=12.0000 k, kappa=20.485
free cube n=4: lmin=0.41904 k, twist bound=0.43934 k, kappa=22.92
free cube n=6: lmin=0.20635 k, twist bound=0.22329 k, kappa=52.15
free cube n=8: lmin=0.12053 k, twist bound=0.13321 k, kappa=93.53
cube steps n=4, kappa=6.00: descent 20 (estimate 20.5),
  heavy ball 10 (estimate 11.3), CG 6 (bound 8.8)
cube steps n=8, kappa=20.49: descent 62 (estimate 70.7),
  heavy ball 18 (estimate 20.9), CG 14 (bound 16.9)
cube steps n=16, kappa=78.82: descent 253 (estimate 272.2),
  heavy ball 38 (estimate 41.0), CG 27 (bound 33.6)
free-rod bending root beta = 4.73004
rod n=10: lmin=1.3574e-02 k, beam formula=1.5643e-02 k, lmax=7.8544 k, kappa=5.7862e+02
  descent 1863 steps (estimate 1998)
  heavy ball 105 steps (estimate 111)
  CG 40 steps, reorthogonalized 40; bound 91, distinct eigenvalues 79
rod n=20: lmin=9.4116e-04 k, beam formula=9.7766e-04 k, lmax=7.9631 k, kappa=8.4610e+03
  descent 29128 steps (estimate 29223)
  heavy ball 423 steps (estimate 425)
  CG 101 steps, reorthogonalized 98; bound 350, distinct eigenvalues 169
rod n=40: lmin=6.0514e-05 k, beam formula=6.1104e-05 k, lmax=7.9908 k, kappa=1.3205e+05
  heavy ball 1673 steps (estimate 1678)
  CG 223 steps, reorthogonalized 209; bound 1381, distinct eigenvalues 348
rod n=80: lmin=3.8097e-06 k, beam formula=3.8190e-06 k, lmax=7.9977 k, kappa=2.0993e+06
  heavy ball 6476 steps (estimate 6689)
  CG 490 steps, reorthogonalized 448; bound 5506, distinct eigenvalues 707
rod exponent of kappa from n=40 to n=80: 3.9908
beam-formula deviation at n=80: 0.243 %
chosen spring 10.0 eV/A^2, force norm 0.01 eV/A
rod n=20 displacement norm: worst 1.063 A, smooth load 1.043 A
periodic cube n=100: kappa=3.0406e+03, descent 1.050e+04 steps, heavy ball 2.546e+02 steps
free rod n=100: kappa=5.1142e+06, descent 1.766e+07 steps, heavy ball 1.044e+04 steps
```
